# Polynuclear layer growth: the one-third law and its first corrections

## A crystal face without a source of steps

A flat silver (100) face stands in a solution of its own ions, held slightly beyond equilibrium. A dislocation that ends on the face leaves a permanent step if its Burgers vector, the lattice shift around it, has a component normal to the face. Screw dislocations are the usual example. If the crystal is otherwise perfect and no such dislocation ends on the face, there is no permanent step at which atoms can attach. Each new layer must begin with a chance nucleus, a small island one atom high. On a small face one nucleus spreads to the edges before the next appears. On a large face many islands nucleate, spread and merge, and new ones start on top of them before the layer below is full. How many layers per second does such a face gain?

Let $I$ be the number of nuclei per unit area and time on any exposed terrace, and $v$ the speed of an island edge. Both are constants fixed by the driving force. Islands are discs of radius $vt$ at age $t$, starting from zero radius, and islands of one layer merge on contact. The face is a square of side $L$, and $R$ is the long-time layer rate.

If $R$ depends on $I$ and $v$ alone, write $R=C\,I^a v^b$. The dimensions are $[I]=\text{length}^{-2}\,\text{time}^{-1}$ and $[v]=\text{length}\,\text{time}^{-1}$. Matching lengths gives $-2a+b=0$, and matching times gives $-a-b=-1$. Hence $3a=1$, and

$$R=C\,(Iv^2)^{1/3}. \qquad (1)$$

The same two constants define a length and a time,

$$\ell=(v/I)^{1/3},\qquad \tau=(Iv^2)^{-1/3}=\ell/v .$$

In a time $\tau$ an edge travels $\ell$, and an area $\ell^2$ receives on average $I\ell^2\tau=1$ nucleus.

The word "alone" carries the physics. A real face also has its side $L$, a critical nucleus radius $r_c$ and an age $t$. Dimensional analysis then permits

$$R\tau=F(L/\ell,\;r_c/\ell,\;t/\tau),$$

and (1) holds if $F$ tends to a finite, non-zero constant for $L\gg\ell$, $r_c\ll\ell$ and $t\gg\tau$. That has to be shown.

The constants $I$ and $v$ must also be given. When a beam deposits a fixed flux and all atoms stay, the flux sets $R$, while $I$ and $v$ adjust to it. Equation (1) then does not predict the growth rate.

## Height as a longest chain

Call a nucleation at position $\mathbf x_i$ and time $t_i$ an event. Its island covers $\mathbf x$ at time $t$ if

$$|\mathbf x-\mathbf x_i|\le v(t-t_i). \qquad (2)$$

The events satisfying (2) fill the backward cone of $(\mathbf x,t)$.

Suppose event 1 occurs on the island of event 0, so that $|\mathbf x_1-\mathbf x_0|\le v(t_1-t_0)$. For any point $\mathbf y$ on the upper island, the triangle inequality gives

$$|\mathbf y-\mathbf x_0|\le v(t-t_1)+v(t_1-t_0)=v(t-t_0).$$

The upper island therefore stays on the lower one. No edge overhangs, and no edge has to wait for the layer beneath.

An event thus starts a layer one higher than the highest layer already at its position. It follows that the height at $(\mathbf x,t)$ is the largest number of events in a chain in which each event lies in the backward cone of the next, and the last lies in the cone of $(\mathbf x,t)$. Some terrace is exposed at every position, and nucleation is taken to be equally likely everywhere on it, even beside a step. Events are then independent and uniform in space and time with density $I$.

The first layer illustrates the rule. A position is bare at time $t$ if its cone is empty. The cone's space-time volume is $\int_0^t\pi v^2s^2\,ds=\pi v^2t^3/3$, so the bare fraction is

$$P_0(t)=\exp\!\left(-\frac{\pi}{3}Iv^2t^3\right). \qquad (3)$$

## The constant exists and lies between two bounds

**Lower bound.** From $(\mathbf x,t)$ look backward in time until the first event in the cone is met. Step to it and repeat with its own cone. The new cone lies inside the old one, at times earlier than those already searched, so its contents are still unexamined. The gaps are therefore independent, and each exceeds $s$ with probability $P_0(s)$. With $u=\pi Iv^2s^3/3$ the mean gap is

$$\bar s=\int_0^\infty P_0(s)\,ds
=\left(\frac{3}{\pi Iv^2}\right)^{1/3}\frac13\int_0^\infty u^{-2/3}e^{-u}\,du
=\left(\frac{3}{\pi}\right)^{1/3}\Gamma\!\left(\tfrac43\right)\tau=0.879\,\tau .$$

This walk builds a valid chain, though not necessarily the longest. The height therefore grows at least at the rate $1/\bar s$, which means $C\ge1.137$.

**Upper bound.** Let $N_k$ be the expected number of chains of $k$ events below a given point after growth for a time $T$. Let $s_i$ be the successive time gaps, counted backward. Each event may lie anywhere in a disc of area $\pi v^2s_i^2$, so

$$N_k=(\pi Iv^2)^k\int_{s_1+\dots+s_k\le T}\prod_i s_i^2\,ds_i .$$

The integral is a repeated convolution. The Laplace transform of $s^2$ is $2/p^3$, and integration up to $T$ adds a factor $1/p$. The transform $2^k/p^{3k+1}$ belongs to $2^kT^{3k}/(3k)!$, and therefore

$$N_k=\frac{(2\pi Iv^2)^kT^{3k}}{(3k)!}\le\left[\frac{e\,(2\pi)^{1/3}\,T}{3k\,\tau}\right]^{3k},$$

where $n!\ge(n/e)^n$ was used. The probability that the height reaches $k$ is at most $N_k$. If $k$ exceeds $e(2\pi)^{1/3}T/(3\tau)$ by any fixed fraction, the bracket is below one and the sum of all such $N_k$ stays bounded. The mean height therefore cannot grow faster than this, and $C\le e(2\pi)^{1/3}/3=1.672$.

**Existence.** Let $H(T)$ be the mean height at time $T$ on an unbounded face. Take the longest chain formed within the last $T_2$ of a total time $T_1+T_2$. The position of its earliest event depends on nothing before $T_1$. Below that position the earlier events supply a chain of mean length $H(T_1)$, and the two chains can be joined. Thus

$$H(T_1+T_2)\ge H(T_1)+H(T_2).$$

Repeating this $m$ times gives $H(ms)\ge mH(s)$. At late times $H(T)/T$ therefore cannot settle below $H(s)/s$ for any $s$, so it tends to the smallest value that it never exceeds, which the upper bound keeps finite. This establishes (1) for the unbounded face, with

$$1.137\le C\le1.672 .$$

**Value.** The number itself was found by simulation. Random events were drawn on a square of side $20\,\ell$ with periodic edges for a time $50\,\tau$, and each received its level by the chain rule. The rate was taken from the mean height gain at 400 random positions between $15\,\tau$ and $50\,\tau$. Four runs gave $C=1.410$ with a standard error of $0.007$. Four runs with side $10\,\ell$ gave $1.394$. The remaining effects of size and start-up were not extrapolated away, and both lower the measured rate. Runs continued for several hundred layers or more give about $1.44$, uncertain by $0.01$, for side $20\,\ell$ and $1.41$ for side $9.3\,\ell$. The third digit is therefore not fixed, and $C\approx1.4$ is a fair statement. The value 1.41 used below may be low by about 2 %.

The exponents can be measured in the same way. Five runs on a periodic square of fixed side 200 µm had $I$ between $10^6$ and $1.6\times10^7$ cm⁻² s⁻¹ and $v$ between 0.0025 and 0.04 cm/s. A least-squares fit of $\ln R$ gave exponents 0.321 for $I$ and 0.662 for $v$, against 0.333 and 0.667. These runs do not separate the parts of the small shortfalls due to scatter, start-up and finite size.

## The opposite limit and its first correction

For $L\ll\ell$ a nucleus covers the face long before the next one appears. Every nucleus then yields one layer, and $R\simeq IL^2$.

The first correction counts nuclei that land beside an unfinished island and so add no layer. Let $d$ be the distance between two successive nuclei. The second is wasted if it arrives within a time $d/v$ of the first. Since nuclei arrive at the rate $IL^2$, this has probability $1-e^{-IL^2d/v}\simeq IL^2d/v$. With $\bar d=cL$ for two random points in a square,

$$R=IL^2\left[1-c\left(\frac L\ell\right)^3+\dots\right],\qquad \frac{IL^3}{v}=\left(\frac L\ell\right)^3. \qquad (4)$$

To find $c$, take $L=1$. The coordinate differences $a$ and $b$ have densities $2(1-a)$ and $2(1-b)$. In polar coordinates, using the symmetry about the diagonal,

$$c=8\int_0^{\pi/4}\!d\varphi\int_0^{\sec\varphi}\!(1-r\cos\varphi)(1-r\sin\varphi)\,r^2dr .$$

The radial integral equals

$$\frac{\sec^3\varphi}{3}-\frac{\sec^3\varphi\,(1+\tan\varphi)}{4}+\frac{\sec^3\varphi\tan\varphi}{5}
=\frac{\sec^3\varphi}{12}-\frac{\sec^3\varphi\tan\varphi}{20}.$$

With $\int_0^{\pi/4}\sec^3\varphi\,d\varphi=\tfrac12[\sqrt2+\ln(1+\sqrt2)]$ and $\int_0^{\pi/4}\sec^3\varphi\tan\varphi\,d\varphi=\tfrac13(2\sqrt2-1)$,

$$c=\frac{2+\sqrt2+5\ln(1+\sqrt2)}{15}=0.521 .$$

At $L=0.3\,\ell$, equation (4) predicts $1-0.521\times0.027=0.986$ layers per nucleus. A simulation with about 3000 nuclei gave 0.989. About 42 wasted nuclei are expected, with a random spread of about 6, so the two agree.

The leading laws cross where $IL^2=C(Iv^2)^{1/3}$, that is, at $L=\sqrt C\,\ell$.

## First correction for a finite nucleus

A nucleus has a finite size because its edge costs energy. Let $\varepsilon$ be the edge energy per length, $s$ the area per atom, and $e\eta$ the energy gained per deposited atom, where $\eta$ is the overpotential for singly charged ions. A disc of radius $r$ costs

$$\Delta G=2\pi r\varepsilon-\pi r^2e\eta/s .$$

Setting the derivative to zero gives the critical radius and the barrier,

$$r_c=\frac{\varepsilon s}{e\eta},\qquad \Delta G^*=\pi\varepsilon r_c=\frac{\pi\varepsilon^2s}{e\eta}. \qquad (5)$$

The gain per atom added to an island of radius $r$ is $e\eta-\varepsilon s/r=e\eta(1-r_c/r)$. If edge speed is proportional to this gain, $v(r)=v(1-r_c/r)$, and growth from $2r_c$ to $\ell$ takes

$$\int_{2r_c}^{\ell}\frac{dr}{v}\left(1+\frac{r_c}{r-r_c}\right)=\frac1v\left[\ell-2r_c+r_c\ln\frac{\ell-r_c}{r_c}\right].$$

Compared with $\ell/v$, the island is late by

$$\delta=\frac{r_c}{v}\left[\ln\!\left(\frac{\ell}{r_c}-1\right)-2\right].$$

Starting anywhere between $1.5\,r_c$ and $3\,r_c$ changes the bracket by less than 2. Closer to $r_c$ the growth time rises without limit, because the edge speed vanishes there.

If $r_c$ is smaller than $\ell$ by several powers of ten, $\delta$ varies little with the final radius, so treat it as one fixed delay per island. Each gap in the backward walk then lengthens by $\delta$. In the chain count, $T$ becomes $T-k\delta$. Either way, a bounding rate $R_b$ changes to $R_b'$ with $1/R_b'=1/R_b+\delta$. Taking the same shift for $R$ itself, which is an estimate, gives

$$R\simeq\frac C\tau\left(1-C\frac{\delta}{\tau}\right). \qquad (6)$$

The correction is of order $(r_c/\ell)\ln(\ell/r_c)$. Islands usually meet at a radius below $\ell$, which lowers the bracket in $\delta$ by about 1. This matters little when the logarithm is large, but at $r_c=0.02\,\ell$ it roughly halves the delay.

## Silver at ten millivolts

The example is a dislocation-free Ag(100) face 200 µm wide at 318 K and $\eta=10$ mV. The rough inputs are $I=10^6$ cm⁻² s⁻¹, $v=0.01$ cm/s and $\varepsilon=0.12$ eV/nm. The lattice constant 0.409 nm gives $s=0.409^2/2=0.0836$ nm² and a step height of 0.2045 nm. Then

$$\ell=(10^{-8}\ \text{cm}^3)^{1/3}=21.5\ \text{µm},\qquad \tau=(100\ \text{s}^{-3})^{-1/3}=0.215\ \text{s},$$

$$R=1.41/0.2154\ \text{s}=6.5\ \text{layers/s}.$$

This is 1.3 nm/s. One layer carries $e/s=192$ µC/cm², so the current density is 1.25 mA/cm². For disc islands on a large face, the bounds on $C$ alone confine $R$ to 5.3–7.8 layers/s.

The face is $9.3\,\ell$ wide, and the crossover width is 26 µm. The small-face law would give $IL^2=400$ layers/s, about sixty times too much.

**Nucleus size.** Equation (5) gives $r_c=0.12\times0.0836/0.010=1.0$ nm, about 38 atoms. With $\delta=3.7\times10^{-4}\,\tau$, equation (6) lowers $R$ by about 0.05 %.

**Face edges.** Real edges remove the events outside the face. Removing events cannot lengthen a chain, so the rate falls. Two simulated runs with real edges gave a mean 1.8 % below the rate for $C=1.41$. That reference is itself slightly low. Over thousands of layers the face with edges gives $R\tau=1.39$, about 3 % below the long-time value near 1.44 for the periodic square of side $20\,\ell$. The edges therefore cost a few per cent.

**Island shape.** If islands are squares whose sides advance at $v$, the factor $\pi v^2s_i^2$ becomes $4v^2s_i^2$. Both bounds then rise by $(4/\pi)^{1/3}=1.084$. Simulation on the periodic square of side $20\,\ell$ gave a ratio of about 1.08. With only two runs for squares, this is uncertain by one or two per cent. With real edges as well, the example gives about 7 layers/s.

**Potential losses.** These matter most among the corrections considered here that leave the mechanism intact. Suppose the 10 mV is applied across the face and 1 mm of solution with conductivity 0.30 S/cm. The current then costs $1.25\times0.1/0.30=0.42$ mV. Ion depletion adds to this. For 6 mol/L, diffusivity $10^{-5}$ cm²/s and a diffusion layer of 0.1 mm, the largest current that diffusion alone, without migration in the field, can supply is $j_{\max}=0.58$ A/cm². The loss $-(k_BT/e)\ln(1-j/j_{\max})$ is 0.06 mV.

The rate responds strongly. Let $I\propto e^{-\Delta G^*/k_BT}$ with a fixed prefactor, and $v\propto\eta$. Since $\Delta G^*\propto1/\eta$,

$$S=\frac{d\ln R}{d\ln\eta}=\frac13\left(\frac{\Delta G^*}{k_BT}+2\right)=\frac{13.8+2}{3}=5.3 .$$

This holds for a disc nucleus. A square nucleus of side $w$ costs $4w\varepsilon-w^2e\eta/s$, which has its maximum $4\varepsilon^2s/(e\eta)=17.6\,k_BT$ at $w=2r_c$. With the same edge energy, $S$ would then be 6.5. The estimate below keeps the disc.

The uncorrected loss is a fraction $q=0.048$ of $\eta$. It shrinks as the current falls, so the relative decrease $x$ of $R$ obeys $x=Sq(1-x)$ to first order. This gives $x=0.25/1.25=0.20$. Solving the full equations numerically gives 5.3 layers/s, a decrease of 19 %.

## Beside a real face

Silver faces without dislocations can be grown electrolytically in capillaries, and the width and overpotential above are meant for that regime. The model assumes that nuclei form as readily beside a step as elsewhere. If steps take up atoms from the terrace around them, fewer nuclei form there and the layer rate is lower. The nucleation rate is the least certain input, because it varies so steeply. For disc nuclei, raising $\eta$ from 10 to 11 mV multiplies $I$ by $\exp[13.8(1-1/1.1)]=3.5$ and $R$ by $(3.5\times1.1^2)^{1/3}=1.6$. The predicted rate is therefore no better than the knowledge of the potential at the face.

Ordinary crystals break a different assumption: they contain screw dislocations. A step ending at one winds into a spiral, roughly $r=a\theta$, whose curvature at the centre is $2/a$. The centre can stay at rest if its radius of curvature is $r_c$, so $a=2r_c$. The turns would then be $2\pi a=4\pi r_c$ apart. This simple shape obeys the edge law $v(1-r_c/r)$ only roughly. A numerical solution for a steadily turning spiral that obeys it everywhere gives a wider spacing, $19\,r_c=19$ nm. Assume that steps this close together still move as fast as isolated ones. With 10 mV at the face itself, layers would then pass at $v/(19\,r_c)\approx5200$ per second. If neighbouring steps compete for the same atoms, the rate is lower.

That rate would need 1.0 A/cm², and driving this current through the 1 mm of solution would alone cost about 330 mV. If 10 mV is instead applied across face and solution, let a fraction $y$ of it remain at the face. Both $v$ and $1/r_c$ are proportional to $y$, so the spiral rate is $5200\,y^2$ layers/s. The losses found above amount to 0.073 mV per layer/s, whence $10(1-y)=380\,y^2$ and $y=0.15$. The spiral still delivers about 120 layers/s, some twenty times the polynuclear rate under the same conditions. This is close to $10/0.073\approx137$ layers/s, the rate at which the losses would use up the whole 10 mV. In this example, one dislocation removes the wait for nuclei, and the solution rather than the face then mainly limits growth.
